# Blackbody photoionization of Rydberg levels: scaling and maximum at 300 K

**Question.** How fast does room-temperature blackbody radiation ionize a Rydberg level directly, how does the rate scale with $n$ and temperature, does a logarithm multiply the large-$n$ power law, and which $n$ is ionized fastest at 300 K?

**Answer.**

**The model.** Take an electron in the potential $-1/r$ with a fixed nucleus, in a level of large $n$ and small $l$, bathed in isotropic thermal radiation. "Direct" means that one photon ionizes this level, without earlier transfer to other levels. Atomic units are used in the algebra, and $T$ stands for $k_BT$. The threshold frequency is $\omega_n=1/(2n^2)$, and $a=\omega_n/T$.

In the dipole approximation the golden rule gives

$$\sigma=\frac{4\pi^2\omega}{3c}\sum_{l'=l\pm1}\frac{l_>}{2l+1}R^2,\qquad R=\int u_{nl}\,r\,u_{El'}\,dr,$$

with $l_>=\max(l,l')$ and continuum functions normalized per unit energy. The photon density per unit frequency is $\omega^2/[\pi^2c^3(e^{\omega/T}-1)]$. Multiplying by $c\sigma$ and integrating,

$$W=\int_{\omega_n}^\infty\frac{\sigma\,\omega^2}{\pi^2c^2(e^{\omega/T}-1)}\,d\omega .$$

**The dipole integral.** The semiclassical functions are

$$u_{nl}=\sqrt{\frac{2}{\pi n^3p_n}}\cos\Phi_n,\qquad u_{El'}=\sqrt{\frac{2}{\pi p_E}}\cos\Phi_E,$$

where $p$ is the radial momentum. The bound factor follows from $\int dr/p_n=\pi n^3$, half the orbital period. In the product, the cosine of the phase sum oscillates rapidly and is dropped; the difference term carries a factor ½.

The two energies are $\bar E\pm\omega/2$, with $\bar E=\omega/2-\omega_n$. Since $p_E^2-p_n^2=2\omega$, we have $p_E-p_n=2\omega/(p_E+p_n)\simeq\omega/\bar p$. With $dt=dr/\bar p$ on the orbit of energy $\bar E$, the phase difference grows as $\omega t$. Up to an overall sign,

$$R=\frac{1}{\pi n^{3/2}}\int_0^\infty r(t)\cos(\omega t+\delta)\,dt .$$

Here $\delta$ is the $l$-dependent phase found below. The time scale of the integral is $1/\omega$, short compared with the period because $\omega n^3\ge n/2\gg1$. The outer part of the orbit has no stationary phase, so the integral is extended to infinity with a factor $e^{-\epsilon t}$, $\epsilon\to0$. Then

$$\int_0^\infty t^s\begin{Bmatrix}\cos\omega t\\ \sin\omega t\end{Bmatrix}dt=\frac{\Gamma(s+1)}{\omega^{s+1}}\begin{Bmatrix}\cos\\ \sin\end{Bmatrix}\frac{\pi(s+1)}2 .$$

At leading order $\bar E$ and $\delta$ are dropped. From $\dot r=\sqrt{2/r}$ follows $r=(9/2)^{1/3}t^{2/3}$, and with $\cos(5\pi/6)=-\sqrt3/2$,

$$|R_0|=\frac{\sqrt3}{2\pi}\left(\frac92\right)^{1/3}\frac{\Gamma(5/3)}{n^{3/2}\omega^{5/3}} .$$

The weights $l_>/(2l+1)$ sum to $(l+1+l)/(2l+1)=1$. Hence, independently of $l$,

$$\sigma_0=\frac{A}{c\,n^3\omega^{7/3}},\qquad A=\left(\frac92\right)^{2/3}\Gamma(5/3)^2=2.221 .$$

**The first corrections.** Photons near 300 K are not soft enough for these to be negligible. There are two.

*Centrifugal phase.* At small $r$ both radial functions are proportional to $\sqrt r\,J_{2l+1}(\sqrt{8r})$, each with its own $l$. The phase of $J_\nu(z)$ at large $z$ is $z-\nu\pi/2-\pi/4+(4\nu^2-1)/(8z)$. Changing $l$ to $l'$ gives a shift of $\mp\pi$, which is an overall sign, plus

$$\delta=\frac{(2l'+1)^2-(2l+1)^2}{2\sqrt{8r}}=\pm l_>\sqrt{\frac2r},$$

with the upper sign for $l'=l+1$. To first order the integrand gains $-r\delta\sin\omega t=\mp l_>(6t)^{1/3}\sin\omega t$. Its integral is $\mp l_>6^{1/3}\Gamma(4/3)(\sqrt3/2)\,\omega^{-4/3}$. Dividing by the negative leading integral gives $\pm\kappa l_>\omega^{1/3}$, where

$$\kappa=\frac{6^{1/3}\Gamma(4/3)}{(9/2)^{1/3}\Gamma(5/3)}=\frac{\Gamma(1/3)}{6^{1/3}\Gamma(2/3)}=1.089 .$$

*Orbit energy.* Expanding $dt=dr/\sqrt{2/r+2\bar E}$ to first order in $\bar E$,

$$t=\frac{\sqrt2}{3}r^{3/2}-\frac{\bar E}{5\sqrt2}r^{5/2}.$$

At fixed $t$, a shift $\delta r$ must satisfy $\sqrt{r/2}\,\delta r=\bar Er^{5/2}/(5\sqrt2)$, so $\delta r=\bar Er^2/5\propto t^{4/3}$. Since $\cos(7\pi/6)=\cos(5\pi/6)$, the relative change of $R$ is $+\eta\bar E\omega^{-2/3}$, with

$$\eta=\left(\frac92\right)^{1/3}\frac{\Gamma(7/3)}{5\,\Gamma(5/3)}=0.4355 .$$

Now square and sum over $l'$. The centrifugal terms combine through $[(l+1)^2-l^2]/(2l+1)=1$, so $l$ drops out again:

$$\frac{\sigma}{\sigma_0}=1+(2\kappa+\eta)\omega^{1/3}-2\eta\,\omega_n\omega^{-2/3}.$$

The expansion requires $l_>\omega^{1/3}\ll1$, which restricts it to small $l$. A non-Coulomb core adds to $\delta$ a constant phase, in magnitude $\pi$ times the difference between the quantum defects of the $l$ and $l'$ channels. With $\delta_0=\pi(\mu_{l'}-\mu_l)$ the leading amplitude of each channel is multiplied by $\cos(5\pi/6+\delta_0)/\cos(5\pi/6)$, and $n$ is replaced by $n-\mu_l$. This factor vanishes when $\mu_l-\mu_{l'}=1/3$ modulo 1. Near that condition, as for lithium-like defects ($\mu_s\approx0.4$, $\mu_p\approx0.05$), the leading term almost cancels and the rate falls far below $W_0$. The $l$ independence and the constant $A$ therefore belong to the pure Coulomb potential.

**The rate.** Insert this in $W$ and set $\omega=Tx$:

$$W=\frac{A}{\pi^2c^3n^3}\Big[T^{2/3}J(a)+(2\kappa+\eta)T\Lambda(a)-2\eta\,\omega_nK(a)\Big],$$

$$J=\int_a^\infty\frac{x^{-1/3}dx}{e^x-1},\quad \Lambda=\int_a^\infty\frac{dx}{e^x-1}=-\ln(1-e^{-a}),\quad K=\int_a^\infty\frac{dx}{x(e^x-1)} .$$

Call the $J$ term $W_0$, the leading rate.

**Is there a logarithm?** At large $n$, $a\to0$ and the lower end of $J$ dominates. There $1/(e^x-1)\simeq1/x$. Separating that part,

$$J=3a^{-1/3}+\int_0^\infty x^{-1/3}\left(\frac1{e^x-1}-\frac1x\right)dx+O(a^{2/3}).$$

The remaining integral is $\Gamma(2/3)\zeta(2/3)=-3.314$, the analytic continuation of $\int_0^\infty x^{s-1}dx/(e^x-1)=\Gamma(s)\zeta(s)$ from $s>1$ to $s=2/3$. Since $a^{-1/3}=(2n^2T)^{1/3}$,

$$W\to\frac{3\cdot2^{1/3}A}{\pi^2c^3}\,\frac{T}{n^{7/3}}\qquad(n\to\infty,\ T\text{ fixed and small}).$$

No logarithm multiplies this law. One appears if the factor $\omega^{-1/3}$ in the integrand of $W_0$ is frozen at its threshold value, which replaces $J$ by $a^{-1/3}\Lambda$. This "threshold-log" form, proportional to $Tn^{-7/3}\Lambda$, exceeds $W_0$ by a factor that tends to $\Lambda/3$ and so grows without limit. Within the corrected formula a logarithm does occur, but in the smaller additive term $(2\kappa+\eta)T\ln(2n^2T)/n^3$, inside the common prefactor $A/(\pi^2c^3)$.

**Where is the maximum?** At fixed $n$, every photon occupation number rises with $T$, so the rate has no maximum in temperature. The maximum is in $n$. At fixed $T$, $n^{-3}=(2aT)^{3/2}$, so $W_0\propto a^{3/2}J(a)$. Setting the derivative to zero gives

$$\frac32J(a)=\frac{a^{2/3}}{e^a-1},\qquad\text{or}\qquad h(a)\equiv\frac{(e^a-1)J(a)}{a^{2/3}}=\frac23 .$$

Substituting $x=as$,

$$h(a)=\int_1^\infty s^{-1/3}\,\frac{e^a-1}{e^{as}-1}\,ds .$$

The logarithmic derivative of the fraction is $[q(a)-q(as)]/a$ with $q(y)=y/(1-e^{-y})$, an increasing function, so it is negative for $s>1$. Thus $h$ falls steadily, from 3 at $a\to0$ to 0 at $a\to\infty$, and crosses $2/3$ once. Because $d\ln W_0/d\ln a=3/2-1/h$ changes there from positive to negative, the crossing is the single maximum.

The root is $a_*=0.992$: the binding energy nearly equals $k_BT$. With $T=9.500\times10^{-4}$ at 300 K,

$$n_{\max}=\frac1{\sqrt{2a_*T}}=\frac1{\sqrt{2(0.9916)(9.500\times10^{-4})}}\simeq23.0 .$$

In this leading approximation $n_{\max}\propto T^{-1/2}$. The first corrections move it to 22.6.

The temperature exponent also follows: $d\ln W_0/d\ln T=2/3+1/h$. It is $13/6$ at the maximum and falls to 1 as $n\to\infty$. The linear dependence on $T$ therefore belongs to the far tail, not to the peak.

**How large is it?** The derivation assumes the pure $-1/r$ potential, so the example is that model itself at 300 K; for low-$l$ levels of an atom with a non-Coulomb core the rates differ, by more than an order of magnitude when the quantum defects lie near the cancellation described above. The column "quantum" uses exact bound functions and numerically integrated continuum functions for $l=0$. Rates are in s⁻¹.

| $n$ | quantum | $W_0$ | corrected | threshold-log | power law |
|---|---|---|---|---|---|
| 23 | 1402 | 1117 | 1387 | 1328 | 8630 |
| 50 | 664 | 556 | 659 | 781 | 1410 |
| 100 | 193 | 168 | 192 | 277 | 280 |

The quantum rate for $l=0$ peaks at $n=23$, at about $1.4\times10^3$ s⁻¹, or $\hbar W\simeq9.2\times10^{-13}$ eV. For $l=1$ and $l=2$ the peak is at $n=22$. These positions hold for small $l$ only: once $l_>\omega^{1/3}$ approaches 1 the peak moves to larger $n$. The top is broad: for $l=0$ the rate exceeds 90% of its maximum from $n=19$ to 29.

At $n=23$ the leading formula is 20% below the quantum $l=0$ rate and the corrected one 1% below. For $l=2$ the quantum rate is 1468 s⁻¹, and the corrected formula is 6% below it; the neglected terms depend on $l$.

The length scale that fixes the amplitude lies well inside the orbit. It is a scale and not the region where $R$ accumulates: the integrand $r(t)\cos\omega t$ keeps oscillating with growing amplitude farther out, and those outer oscillations cancel. At threshold for $n=23$, the leading orbit at $\omega t=1$ has $r=(9/2)^{1/3}\omega^{-2/3}\simeq91$ Å, while the outer turning point $2n^2$ lies at 560 Å.

The threshold-log form is close at $n=23$ because two errors oppose each other: freezing $\omega^{-1/3}$ raises $W_0$ by 19%, while the omitted corrections would raise it by 24%. The agreement does not persist. From $n=50$ to 100, $Wn^{7/3}$ grows by a factor 1.46 in the quantum calculation, 1.47 in the corrected formula and 1.79 in the threshold-log form.

The pure power law is itself approached slowly, since the relative correction to $J$ is of order $a^{1/3}$. It is six times too large at the peak, and the corrected rate reaches 90% of it near $n\simeq380$. The numerical check tests the amplitudes, the rates and the peak positions against the quantum calculation.

## Table of computed values

```
k_B T at 300 K: 0.02585 eV = 9.5004e-04 a.u.
constant A: 2.2213
kappa: 1.0887   eta: 0.4355
2 kappa + eta: 2.6130
Gamma(2/3) zeta(2/3): -3.3143
largest amplitude-ratio error, n=100, l<=2, w<0.002 a.u.: 0.0381
a at maximum, leading formula: 0.9916
n at maximum, 300 K, leading formula: 23.04
n at maximum, 300 K, corrected formula: 22.60
n at maximum, 300 K, threshold-log form: 24.42
n at maximum, 300 K, exact l=0: 23
n at maximum, 300 K, exact l=1, l=2: 22, 22
n range with exact l=0 rate above 90% of top: 19 to 29
n at maximum, 77 K, corrected formula: 44.88
n at maximum, 77 K, exact l=0: 45
binding energy at exact l=0 peak: 0.02572 eV
threshold cross-section there, exact l=0: 5.0130 angstrom^2
radius (9/2)^(1/3) w^(-2/3) at threshold there: 90.7 angstrom
outer turning radius 2n^2 there: 559.9 angstrom
peak rate, exact l=0: 1401.7 1/s = 9.226e-13 eV (hbar W)
rates at 300 K in 1/s:
  n   exact l=0    l=1      l=2   leading corrected  thr-log   power
  23    1401.7    1427.0    1468.4    1117.3    1387.0    1328.1    8630.4
  50     663.6     670.3     682.1     556.4     659.0     780.8    1409.7
 100     192.5     193.7     196.0     167.6     191.6     277.0     279.7
T exponent, exact l=0, at peak n: 2.203
T exponent, leading formula at its maximum (13/6): 2.167
T exponent, exact l=0, n=100: 1.228
growth of W n^(7/3), n=50 to 100, exact l=0: 1.462
same growth, corrected formula: 1.465
same growth, threshold-log form: 1.788
n where corrected rate is 90% of power law, 300 K: 378
leading rate / power law at n=1e3, 1e5, 1e7: 0.91094, 0.99586, 0.99981
```
